# Why a cosine cutoff can make harmonic phonon frequencies jump: a program that tests the result

```python
# RESULT UNDER TEST
# Site energy: E_i = A*G1_i - xi*sqrt(G2_i), G_i = sum_j g(r_ij) f(r_ij).
# The cosine cutoff f has zero value and slope at rc but curvature
# pi^2/(2 rc^2). When a shell crosses rc, each of its bonds changes its
# longitudinal stiffness by
#   k = 2 [A g1(rc) - xi g2(rc)/(2 sqrt(G2))] pi^2/(2 rc^2),
# and the force-constant matrix K(q) steps (inside minus outside) by
#   k sum_R n n^T (1 - cos q.R),  n = R/|R|, R over the shell.
# Units: nm, eV, eV/nm^2; a = cubic lattice constant of an fcc crystal.
import numpy as np
from scipy import constants as const

A0 = 0.361            # nm, rough copper-like lattice constant
E_COH = 3.5           # eV, rough copper-like cohesive energy
MASS_U = 63.5         # atomic mass in u
RC = 0.445            # nm, cutoff radius
KAPPA1, KAPPA2 = 9.0, 2.5   # decay exponents of g1 and g2
ALPHA = 1.7e-5        # 1/K, rough linear expansion coefficient
T_ROOM = 300.0        # K, temperature assigned to A0
R0 = A0 / np.sqrt(2)
EV = const.e
MASS = MASS_U * const.atomic_mass
KB = const.k / EV

grid = np.arange(-3, 4)
points = np.array([(i, j, k) for i in grid for j in grid for k in grid
                   if (i + j + k) % 2 == 0 and 0 < i*i + j*j + k*k <= 8])
LATT = points / 2.0                       # neighbour vectors in units of a
LENGTH = np.linalg.norm(LATT, axis=1)
UNIT = LATT / LENGTH[:, None]
SHELL2, SHELL3 = 1.0, np.sqrt(1.5)        # shell radii in units of a


def cosine(r):
    """Value, first and second derivative of the cosine cutoff."""
    inside = 1.0 * (r < RC)
    w = np.pi / RC
    return (inside * 0.5 * (1 + np.cos(w * r)),
            -inside * 0.5 * w * np.sin(w * r),
            -inside * 0.5 * w**2 * np.cos(w * r))


def squared_cosine(r):
    f, f1, f2 = cosine(r)
    return f**2, 2 * f * f1, 2 * f1**2 + 2 * f * f2


def quintic(r):
    inside = 1.0 * (r < RC)
    x = r / RC
    return (inside * (1 - 10 * x**3 + 15 * x**4 - 6 * x**5),
            -inside * 30 * x**2 * (1 - x)**2 / RC,
            -inside * 60 * x * (1 - x) * (1 - 2 * x) / RC**2)


def g(r, kappa):
    return np.exp(-kappa * (r / R0 - 1))


def radial(r, kappa, cut):
    """Value and two derivatives of g(r) f(r)."""
    f, f1, f2 = cut(r)
    s = kappa / R0
    e = g(r, kappa)
    return e * f, e * (f1 - s * f), e * (f2 - 2 * s * f1 + s**2 * f)


def fit(cut):
    """Amplitudes from cohesive energy and zero static pressure at A0."""
    h1, d1, _ = radial(A0 * LENGTH, KAPPA1, cut)
    h2, d2, _ = radial(A0 * LENGTH, KAPPA2, cut)
    root = np.sqrt(h2.sum())
    matrix = [[h1.sum(), -root],
              [(d1 * LENGTH).sum(), -(d2 * LENGTH).sum() / (2 * root)]]
    amp, xi = np.linalg.solve(matrix, [-E_COH, 0.0])
    return cut, amp, xi


def wave_energy(model, a, layers, pol, u):
    """Energy per atom with a frozen wave along x; period in (200) layers."""
    cut, amp, xi = model
    total = 0.0
    for n in range(layers):
        shift = (np.cos(2 * np.pi * (n + 2 * LATT[:, 0]) / layers)
                 - np.cos(2 * np.pi * n / layers))
        r = np.linalg.norm(a * LATT + u * shift[:, None] * pol, axis=1)
        f = cut(r)[0]
        total += (amp * (g(r, KAPPA1) * f).sum()
                  - xi * np.sqrt((g(r, KAPPA2) * f).sum()))
    return total / layers


def frozen_stiffness(model, a, layers, pol, u=1e-5):
    weight = np.mean(np.cos(2 * np.pi * np.arange(layers) / layers)**2)
    e = [wave_energy(model, a, layers, pol, s * u) for s in (1, 0, -1)]
    return (e[0] - 2 * e[1] + e[2]) / (u**2 * weight)


def stiffness(model, a, q):
    """Derived force-constant matrix K(q), q of shape (N,3) in 1/nm."""
    cut, amp, xi = model
    r = a * LENGTH
    h1, d1, c1 = radial(r, KAPPA1, cut)
    h2, d2, c2 = radial(r, KAPPA2, cut)
    g2sum = h2.sum()
    slope = -xi / (2 * np.sqrt(g2sum))
    curvature = xi / (4 * g2sum**1.5)
    bond2 = 2 * (amp * c1 + slope * c2)
    bond1 = 2 * (amp * d1 + slope * d2) / r
    nn = UNIT[:, :, None] * UNIT[:, None, :]
    tensor = (bond2[:, None, None] * nn
              + bond1[:, None, None] * (np.eye(3) - nn))
    phase = q @ (a * LATT).T
    v = np.sin(phase) @ (d2[:, None] * UNIT)
    return (np.einsum('qr,rij->qij', 1 - np.cos(phase), tensor)
            + curvature * v[:, :, None] * v[:, None, :])


def thz(k_value):
    """Frequency in THz from a stiffness in eV/nm^2."""
    return np.sqrt(k_value * EV / 1e-18 / MASS) / (2 * np.pi * 1e12)


def wave_q(a, layers):
    return np.array([[4 * np.pi / (a * layers), 0.0, 0.0]])


def descriptor_weight(model, a):
    """2 * sum over descriptors of dF/dG * g(rc)."""
    cut, amp, xi = model
    g2sum = radial(a * LENGTH, KAPPA2, cut)[0].sum()
    return 2 * (amp * g(RC, KAPPA1)
                - xi * g(RC, KAPPA2) / (2 * np.sqrt(g2sum)))


def bond_step(model, a):
    return descriptor_weight(model, a) * np.pi**2 / (2 * RC**2)


def shell_sum(shell, layers, pol):
    pick = np.abs(LENGTH - shell) < 1e-9
    phase = 4 * np.pi * LATT[pick, 0] / layers
    return ((UNIT[pick] @ pol)**2 * (1 - np.cos(phase))).sum()


def measured_step(model, a_cross, layers, pol):
    """Inside minus outside, extrapolated to the crossing, from energies."""
    eps = 1e-4
    side = []
    for sign in (-1, 1):
        near, far = [frozen_stiffness(model, a_cross * (1 + sign * m * eps),
                                      layers, pol) for m in (1, 2)]
        side.append(2 * near - far)
    return side[0] - side[1]


X_POL, Y_POL = np.array([1.0, 0, 0]), np.array([0, 1.0, 0])
model = fit(cosine)
smooth = fit(squared_cosine)
quint = fit(quintic)
a_cross = RC / SHELL3
a_in, a_out = a_cross * (1 - 1e-9), a_cross * (1 + 1e-9)

# One-sided slope and curvature of the cutoff from its values alone.
h = 1e-4 * RC
f_near, f_far = cosine(RC - h)[0], cosine(RC - 2 * h)[0]
edge_curvature = (f_far - 2 * f_near) / h**2
edge_slope = -(4 * f_near - f_far) / (2 * h)
assert abs(edge_slope) < 1e-5 / RC
assert abs(edge_curvature / (np.pi**2 / (2 * RC**2)) - 1) < 1e-4

# The complete K(q) against energies of frozen waves, for each cutoff.
for trial in (model, smooth, quint):
    for layers in (2, 4, 6):
        for pol in (X_POL, Y_POL):
            direct = frozen_stiffness(trial, A0, layers, pol)
            derived = pol @ stiffness(trial, A0, wave_q(A0, layers))[0] @ pol
            assert abs(direct - derived) < 1e-4 * abs(derived) + 1e-2

# Step law at the crossing of the third shell.
k_step = bond_step(model, a_cross)
steps = {}
for layers, pol, name in ((2, X_POL, 'XL'), (2, Y_POL, 'XT'),
                          (4, X_POL, 'halfL')):
    found = measured_step(model, a_cross, layers, pol)
    law = k_step * shell_sum(SHELL3, layers, pol)
    assert abs(found - law) < 2e-3 * abs(law)
    steps[name] = (found, law)

# Second shell at the cutoff: no step at X, a step at half that wavevector.
a_second = RC / SHELL2
k_second = bond_step(model, a_second)
null_step = measured_step(model, a_second, 2, X_POL)
half_step = measured_step(model, a_second, 4, X_POL)
assert abs(null_step) < 2e-3 * abs(k_second)
half_law = k_second * shell_sum(SHELL2, 4, X_POL)
assert abs(half_step - half_law) < 2e-3 * abs(half_law)

# Energy and its slope with a are continuous at the crossing.
def energy(a):
    return wave_energy(model, a, 1, X_POL, 0.0)


da = 1e-6
slope_in = (energy(a_cross) - energy(a_cross - da)) / da
slope_out = (energy(a_cross + da) - energy(a_cross)) / da
e_second = (energy(A0 + 1e-4) - 2 * energy(A0) + energy(A0 - 1e-4)) / 1e-8
assert abs(slope_out - slope_in) < 3 * da * e_second
bulk = 4 * e_second / (9 * A0) * EV * 1e27 / 1e9

# Cutoffs with vanishing curvature at rc: no step.
smooth_step = measured_step(smooth, a_cross, 2, Y_POL)
quint_step = measured_step(quint, a_cross, 2, Y_POL)
assert max(abs(smooth_step), abs(quint_step)) < 2e-3 * abs(steps['XT'][1])


def slope_step(trial):
    """Inside minus outside slope dK/da of the transverse X mode."""
    def k_of(a):
        return stiffness(trial, a, wave_q(a, 2))[0, 1, 1]
    d = 1e-6 * a_cross
    inner = (k_of(a_in) - k_of(a_in - d)) / d
    outer = (k_of(a_out + d) - k_of(a_out)) / d
    return inner - outer


kink = slope_step(quint)
kink_law = (descriptor_weight(quint, a_cross) * shell_sum(SHELL3, 2, Y_POL)
            * (-60 / RC**3) * SHELL3)
kink_smooth = slope_step(smooth)
assert abs(kink / kink_law - 1) < 0.01
assert abs(kink_smooth) < 0.01 * abs(kink_law)

# A finite displacement exactly at the crossing gives the mean stiffness.
xt_in = stiffness(model, a_in, wave_q(a_in, 2))[0, 1, 1]
xt_out = stiffness(model, a_out, wave_q(a_out, 2))[0, 1, 1]
xl_in = stiffness(model, a_in, wave_q(a_in, 2))[0, 0, 0]
xl_out = stiffness(model, a_out, wave_q(a_out, 2))[0, 0, 0]
at_edge = frozen_stiffness(model, a_cross, 2, Y_POL, 2e-5)
edge_fraction = (at_edge - xt_out) / (xt_in - xt_out)
assert abs(edge_fraction - 0.5) < 0.005

# Quasi-harmonic free energy on both sides of the crossing.
temp = T_ROOM + (a_cross / A0 - 1) / ALPHA
kt = KB * temp


def free_energies(n):
    t = (np.arange(n) + 0.5) / n
    frac = np.array(np.meshgrid(t, t, t, indexing='ij')).reshape(3, -1).T
    recip = 2 * np.pi / a_cross * np.array([[-1, 1, 1], [1, -1, 1],
                                            [1, 1, -1.0]])
    q = frac @ recip
    pick = np.abs(LENGTH - SHELL3) < 1e-9
    weight = 2 * (1 - np.cos(q @ (a_cross * LATT[pick]).T))
    out = []
    for a in (a_in, a_out):
        k = stiffness(model, a, q)
        eig = np.linalg.eigvalsh(k)
        assert eig.min() > 0
        nu = thz(eig)
        x = const.h * nu * 1e12 / (const.k * temp)
        classical = kt * np.log(x).sum(axis=1).mean()
        quantum = kt * np.log(2 * np.sinh(x / 2)).sum(axis=1).mean()
        inverse = np.linalg.inv(k)
        var = np.einsum('qr,ri,qij,rj->qr', weight, UNIT[pick], inverse,
                        UNIT[pick]).mean() * kt
        out.append((classical, quantum, var, nu))
    return out, pick.sum()


(inner, outer), bonds = free_energies(12)
(inner8, outer8), _ = free_energies(8)
f_class = outer[0] - inner[0]
f_quant = outer[1] - inner[1]
variance = 0.5 * (inner[2] + outer[2])
f_law = -bonds * k_step * variance / 4
assert abs(f_class / f_law - 1) < 0.01
assert abs((outer8[0] - inner8[0]) / f_class - 1) < 0.02
nu_rise = outer[3] - inner[3]
assert nu_rise.min() > -1e-6          # every frequency rises or stays
sigma = np.sqrt(variance)

# One bond coordinate x with the full, not harmonic, configurational integral.
k_bond = kt / variance
x = np.linspace(-8 * sigma, 8 * sigma, 40001)


def exact_free(s):
    u = 0.5 * k_bond * x**2 + 0.5 * k_step * np.minimum(x - s, 0)**2
    return -kt * np.log(np.exp(-u / kt).sum() * (x[1] - x[0]))


harmonic_jump = 0.5 * kt * np.log(1 + k_step / k_bond)
change = exact_free(1e-4) - exact_free(-1e-4)
half_change = exact_free(5e-5) - exact_free(-5e-5)
assert abs(change) < 0.05 * abs(harmonic_jump)
assert abs(change / half_change - 2) < 0.04

# Free-electron estimate of the electronic free energy, one electron per atom.
density = 4 / (a_cross * 1e-9)**3
fermi = const.hbar**2 * (3*np.pi**2*density)**(2/3) / (2 * const.m_e) / EV
f_elec = -np.pi**2 / 6 * kt**2 * 1.5 / fermi
disp = 0.001                          # nm, usual finite displacement
window = 1 / (SHELL3 * A0 * ALPHA)    # K per nm of bond length

print(f"lattice constant a0           {A0:.4f} nm")
print(f"cohesive energy               {E_COH:.2f} eV")
print(f"atomic mass                   {MASS_U:.1f} u")
print(f"cutoff radius rc              {RC:.4f} nm")
print(f"reference length r0           {R0:.5f} nm")
print(f"decay exponents g1, g2        {KAPPA1:.1f}, {KAPPA2:.1f}")
print(f"fitted A, xi                  {model[1]:.5f}, {model[2]:.5f} eV")
print(f"bulk modulus at a0            {bulk:.1f} GPa")
print(f"third shell radius at a0      {SHELL3 * A0:.5f} nm")
print(f"crossing lattice constant     {a_cross:.5f} nm")
print(f"strain at crossing            {100 * (a_cross / A0 - 1):.3f} %")
print(f"expansion coefficient (rough) {ALPHA:.1e} 1/K")
print(f"temperature at crossing       {temp:.0f} K")
print(f"cutoff curvature at rc        {edge_curvature:.3f} 1/nm^2")
print(f"g1(rc), g2(rc)                {g(RC, KAPPA1):.5f}, "
      f"{g(RC, KAPPA2):.5f}")
print(f"2 sum F' g(rc)                "
      f"{descriptor_weight(model, a_cross):.5f} eV")
print(f"bond stiffness step k         {k_step:.4f} eV/nm^2")
print(f"lattice sum S, X long.        {shell_sum(SHELL3, 2, X_POL):.4f}")
print(f"lattice sum S, X trans.       {shell_sum(SHELL3, 2, Y_POL):.4f}")
for name, label in (('XL', 'X long.'), ('XT', 'X trans.'),
                    ('halfL', 'X/2 long.')):
    print(f"K step {label:10s} energy/law  {steps[name][0]:.3f} / "
          f"{steps[name][1]:.3f} eV/nm^2")
print(f"K X trans. in, out            {xt_in:.2f}, {xt_out:.2f} eV/nm^2")
print(f"nu X trans. in, out           {thz(xt_in):.4f}, "
      f"{thz(xt_out):.4f} THz")
print(f"nu X trans. jump              {thz(xt_out) - thz(xt_in):.4f} THz")
print(f"nu X long. in, out            {thz(xl_in):.4f}, "
      f"{thz(xl_out):.4f} THz")
print(f"nu X long. jump               {thz(xl_out) - thz(xl_in):.4f} THz")
print(f"largest jump on q mesh        {nu_rise.max():.4f} THz")
print("X trans. (THz): a (nm), cosine, squared cosine")
for a in (A0, 0.362, 0.363, a_in, a_out, 0.364, 0.365):
    pair = [thz(stiffness(m, a, wave_q(a, 2))[0, 1, 1])
            for m in (model, smooth)]
    print(f"  {a:.5f}  {pair[0]:.4f}  {pair[1]:.4f}")
print(f"2nd shell step at X, X/2      {abs(null_step):.3f}, "
      f"{half_step:.3f} eV/nm^2")
print(f"K step size, squared cosine   {abs(smooth_step):.4f} eV/nm^2")
print(f"K step size, quintic          {abs(quint_step):.4f} eV/nm^2")
print(f"dK/da step quintic, law       {kink:.1f}, {kink_law:.1f} eV/nm^3")
print(f"dK/da step squared cosine     {kink_smooth:.2f} eV/nm^3")
print(f"finite-displacement fraction  {edge_fraction:.4f}")
print(f"free-energy jump, classical   {1e3 * f_class:.3f} meV/atom")
print(f"free-energy jump, bond law    {1e3 * f_law:.3f} meV/atom")
print(f"free-energy jump, quantum     {1e3 * f_quant:.3f} meV/atom")
print(f"rms bond-length motion        {sigma:.5f} nm")
print(f"thermal smearing half-width   {sigma * window:.0f} K")
print(f"displacement {disp} nm smears  +-{disp * window:.0f} K")
print(f"one bond: harmonic jump size  {1e3 * abs(harmonic_jump):.4f} meV")
print(f"one bond: exact, +-1e-4 nm    {1e3 * abs(change):.5f} meV")
print(f"one bond: exact, +-5e-5 nm    {1e3 * abs(half_change):.5f} meV")
print(f"electronic free energy        {1e3 * f_elec:.3f} meV/atom")
print("PASS")
```

It prints:

```
lattice constant a0           0.3610 nm
cohesive energy               3.50 eV
atomic mass                   63.5 u
cutoff radius rc              0.4450 nm
reference length r0           0.25527 nm
decay exponents g1, g2        9.0, 2.5
fitted A, xi                  0.21825, 2.05799 eV
bulk modulus at a0            144.9 GPa
third shell radius at a0      0.44213 nm
crossing lattice constant     0.36334 nm
strain at crossing            0.648 %
expansion coefficient (rough) 1.7e-05 1/K
temperature at crossing       681 K
cutoff curvature at rc        24.920 1/nm^2
g1(rc), g2(rc)                0.00124, 0.15595
2 sum F' g(rc)                -0.14827 eV
bond stiffness step k         -3.6950 eV/nm^2
lattice sum S, X long.        5.3333
lattice sum S, X trans.       13.3333
K step X long.    energy/law  -19.707 / -19.707 eV/nm^2
K step X trans.   energy/law  -49.266 / -49.266 eV/nm^2
K step X/2 long.  energy/law  -49.266 / -49.266 eV/nm^2
K X trans. in, out            714.54, 763.80 eV/nm^2
nu X trans. in, out           5.2442, 5.4219 THz
nu X trans. jump              0.1778 THz
nu X long. in, out            7.6519, 7.7013 THz
nu X long. jump               0.0494 THz
largest jump on q mesh        0.1940 THz
X trans. (THz): a (nm), cosine, squared cosine
  0.36100  5.4551  6.9170
  0.36200  5.3644  6.7547
  0.36300  5.2746  6.5934
  0.36334  5.2442  6.5386
  0.36334  5.4219  6.5386
  0.36400  5.3625  6.4331
  0.36500  5.2730  6.2738
2nd shell step at X, X/2      0.000, -27.767 eV/nm^2
K step size, squared cosine   0.0000 eV/nm^2
K step size, quintic          0.0001 eV/nm^2
dK/da step quintic, law       1797.9, 1798.2 eV/nm^3
dK/da step squared cosine     -0.61 eV/nm^3
finite-displacement fraction  0.5001
free-energy jump, classical   4.953 meV/atom
free-energy jump, bond law    4.959 meV/atom
free-energy jump, quantum     4.995 meV/atom
rms bond-length motion        0.01496 nm
thermal smearing half-width   1990 K
displacement 0.001 nm smears  +-133 K
one bond: harmonic jump size  0.4162 meV
one bond: exact, +-1e-4 nm    0.00446 meV
one bond: exact, +-5e-5 nm    0.00223 meV
electronic free energy        -1.222 meV/atom
PASS
```
